# Delta error from a leaking analyser in a rotating-analyser ellipsometer: verification in Python

```python
"""Rotating-analyser ellipsometer whose analyser leaks.

Result under test: for Psi = P = 45 deg and true Delta = 180 deg, data reduced
as if the analyser were ideal give Delta' = 180 deg - d, tan(d/2) = sqrt(leak).

Symbols: r_p/r_s = tan(Psi) exp(i Delta); P = polariser azimuth and
A = analyser azimuth, both from the plane of incidence; leak = transmitted
intensity across the analyser axis divided by that along it.
Signal = mean * (1 + alpha cos 2A + beta sin 2A).
The simulation uses Jones vectors; the formulas are tested against it.
"""
import numpy as np

deg = np.pi / 180
angles = np.arange(360) * deg          # analyser readings over one turn


def signal(A, psi, delta, P, leak=0.0, leak_phase=0.0, pol_leak=0.0,
           det=0.0, det_azimuth=0.0):
    """Detector signal; det = relative polarisation sensitivity."""
    total = np.zeros_like(A)
    inputs = [(np.cos(P), np.sin(P), 1.0),
              (-np.sin(P), np.cos(P), pol_leak)]   # mutually incoherent
    for x, y, weight in inputs:
        Ep = np.sin(psi) * np.exp(1j * delta) * x
        Es = np.cos(psi) * y
        along = np.cos(A) * Ep + np.sin(A) * Es
        across = -np.sin(A) * Ep + np.cos(A) * Es
        across = across * np.sqrt(leak) * np.exp(1j * leak_phase)
        out_p = np.cos(A) * along - np.sin(A) * across
        out_s = np.sin(A) * along + np.cos(A) * across
        c, s = np.cos(det_azimuth), np.sin(det_azimuth)
        total = total + weight * (
            (1 + det) * abs(c * out_p + s * out_s) ** 2
            + (1 - det) * abs(-s * out_p + c * out_s) ** 2)
    return total


def harmonics(I):
    mean = I.mean()
    return (2 * (I * np.cos(2 * angles)).mean() / mean,
            2 * (I * np.sin(2 * angles)).mean() / mean)


def cos_delta(alpha, beta):
    return beta / np.sqrt(1 - alpha ** 2)


def departure(I):
    """180 deg minus the apparent Delta, in radians."""
    return np.pi - np.arccos(cos_delta(*harmonics(I)))


q45, flat = 45 * deg, np.pi
leak = 1e-5
contrast = (1 - leak) / (1 + leak)

# Ideal instrument: the inversion must return a generic sample.
a, b = harmonics(signal(angles, 30 * deg, 110 * deg, 35 * deg))
psi_back = np.arctan(np.tan(35 * deg) * np.sqrt((1 + a) / (1 - a)))
assert abs(psi_back - 30 * deg) < 1e-12
assert abs(np.arccos(cos_delta(a, b)) - 110 * deg) < 1e-12

# A leak scales both harmonics, whatever the phase of the leaked field.
for phase in (0.0, 1.0, 2.5):
    a2, b2 = harmonics(signal(angles, 30 * deg, 110 * deg, 35 * deg,
                              leak=0.02, leak_phase=phase))
    assert abs(a2 / a - 0.98 / 1.02) < 1e-12
    assert abs(b2 / b - 0.98 / 1.02) < 1e-12

# Main result over five decades of leak.
for e in (1e-7, 1e-6, 1e-5, 1e-4, 1e-3, 1e-2):
    sim = departure(signal(angles, q45, flat, q45, leak=e))
    assert abs(sim - 2 * np.arctan(np.sqrt(e))) < 1e-10
trace = signal(angles, q45, flat, q45, leak=leak)
alpha, beta = harmonics(trace)
error = departure(trace)
small_leak = 2 * np.sqrt(leak)
assert abs(error / small_leak - 1) < leak
psi_apparent = np.arctan(np.sqrt((1 + alpha) / (1 - alpha)))
assert abs(psi_apparent - q45) < 1e-12

# The leaky trace equals that of an ideal analyser on a slightly wrong sample.
twin = signal(angles, q45, flat - error, q45)
assert np.max(abs(trace / trace.mean() - twin / twin.mean())) < 1e-12

print(f"analyser leak: {leak:.1e}")
print(f"contrast factor p, 1 - p: {1 - contrast:.5e}")
print(f"measured alpha: {abs(alpha):.1e} (rounding level)")
print(f"measured beta: {beta:.8f}")
print(f"signal minimum / maximum: {trace.min() / trace.max():.3e}")
print(f"apparent ellipse axis ratio: {np.tan(error / 2):.6f}")
print(f"Delta error, simulated: {error / deg:.5f} deg = {error:.7f} rad")
print(f"Delta error, 2 sqrt(leak): {small_leak / deg:.5f} deg")
print(f"apparent Delta: {180 - error / deg:.4f} deg")
print(f"apparent Psi: {psi_apparent / deg:.4f} deg")
for e in (1e-6, 1e-4):
    sim = departure(signal(angles, q45, flat, q45, leak=e))
    print(f"Delta error for leak {e:.0e}: {sim / deg:.4f} deg")

# True Delta 180 deg, unequal Psi and P.
for psi_d, P_d in ((20, 45), (20, 20), (20, 30), (60, 45)):
    chi = np.arctan(np.tan(psi_d * deg) / np.tan(P_d * deg))
    sim = departure(signal(angles, psi_d * deg, flat, P_d * deg, leak=leak))
    law = np.arctan(2 * np.sqrt(leak) / ((1 - leak) * np.sin(2 * chi)))
    assert abs(sim - law) < 1e-10
    print(f"Psi {psi_d} deg, P {P_d} deg: Delta error {sim / deg:.4f} deg")
scan = np.arange(5, 86) * deg
errs = [departure(signal(angles, 20 * deg, flat, P, leak=leak)) for P in scan]
assert abs(scan[int(np.argmin(errs))] - 20 * deg) < 1e-9

# Other true Delta with Psi = P = 45 deg.
for d_true in (179.5, 179.0, 170.0, 135.0, 90.0):
    sim = departure(signal(angles, q45, d_true * deg, q45, leak=leak))
    x = (180 - d_true) * deg
    shift = (np.pi - sim) - d_true * deg
    if d_true >= 179:
        assert abs(sim / np.sqrt(x ** 2 + 4 * leak) - 1) < 1e-4
    else:
        linear = 2 * leak / np.tan(d_true * deg)
        assert abs(shift - linear) < 0.01 * abs(linear) + 1e-12
    print(f"true Delta {d_true:.1f} deg: shift {shift / deg + 0.0:.5f} deg")

# Leak quoted for a crossed pair of identical prisms.
pair = 1e-5
each = pair / (1 + np.sqrt(1 - pair ** 2))
ends = signal(np.array([135.0, 45.0]) * deg, q45, 0.0, q45,
              leak=each, pol_leak=each)
assert abs(ends[0] / ends[1] / pair - 1) < 1e-9
one = departure(signal(angles, q45, flat, q45, leak=each))
both = departure(signal(angles, q45, flat, q45, leak=each, pol_leak=each))
assert abs(both - 2 * np.arctan(np.sqrt(pair))) < 1e-10
print(f"crossed-pair ratio {pair:.0e}: leak of each prism {each:.3e}")
print(f"  error, analyser alone: {one / deg:.4f} deg")
print(f"  error, both prisms: {both / deg:.4f} deg")

# Correction by a known leak, and by a leak known only to 10 percent.
full = cos_delta(alpha / contrast, beta / contrast)
assert abs(full + 1) < 1e-12
e_low, e_high = 0.9 * leak, 1.1 * leak
under = beta * (1 + e_low) / (1 - e_low)
over = beta * (1 + e_high) / (1 - e_high)
residue = np.pi - np.arccos(under)
assert abs(residue / (2 * np.sqrt(0.1 * leak)) - 1) < 1e-3
assert over < -1
print(f"residue if leak is taken 10% too small: {residue / deg:.4f} deg")
print(f"cos Delta + 1 if taken 10% too large: {over + 1:.2e}")

print("neglected effects, each together with the analyser leak:")
pol = departure(signal(angles, q45, flat, q45, leak=leak, pol_leak=leak))
assert abs(np.cos(pol) - contrast ** 2) < 1e-12
print(f"  polariser leak {leak:.0e}: error {pol / deg:.4f} deg")

background = 1e-4                      # fraction of the mean signal
bg = departure(trace + background * trace.mean())
assert abs(bg / np.sqrt(4 * leak + 2 * background) - 1) < 1e-3
assert harmonics(trace - background * trace.mean())[1] < -1
print(f"  background {background:.0e} of mean: error {bg / deg:.4f} deg")

sens = 1e-4
dt = departure(signal(angles, q45, flat, q45, leak=leak,
                      det=sens, det_azimuth=q45))
# The approximate law omits terms of relative size sqrt(leak) = 0.3 percent.
assert abs(dt / np.sqrt(4 * leak + sens) - 1) < 5e-3
opposite = cos_delta(*harmonics(signal(angles, q45, flat, q45, leak=leak,
                                       det=sens, det_azimuth=-q45)))
assert opposite < -1
print(f"  detector sensitivity {sens:.0e}: error {dt / deg:.4f} deg")
print(f"  same, opposite axis: cos Delta + 1 = {opposite + 1:.2e}")

window = 1 * deg
shifts = ((np.arange(200) + 0.5) / 200 - 0.5) * window
blurred = np.mean([signal(angles + t, q45, flat, q45, leak=leak)
                   for t in shifts], axis=0)
win = departure(blurred)
assert abs(win / np.arccos(contrast * np.sin(window) / window) - 1) < 1e-4
print(f"  reading window {window / deg:.0f} deg: error {win / deg:.4f} deg")

tilt = 1 * deg
an_off = departure(signal(angles + tilt, q45, flat, q45, leak=leak))
po_off = departure(signal(angles, q45, flat, q45 + tilt, leak=leak))
assert abs(an_off / error - 1) < 1e-3 and abs(po_off / error - 1) < 1e-3
no_leak = cos_delta(*harmonics(signal(angles + tilt, q45, flat, q45)))
assert abs(no_leak + 1) < 1e-12
print(f"  analyser azimuth off {tilt / deg:.0f} deg: {an_off / deg:.4f} deg")
print(f"  polariser azimuth off {tilt / deg:.0f} deg: {po_off / deg:.4f} deg")

# Shot noise: at beta near -1 the scatter of beta is 1/sqrt(total counts).
rng = np.random.default_rng(7)
counts = 1e6
draws = rng.poisson(trace / trace.sum() * counts, size=(4000, angles.size))
betas = 2 * (draws @ np.sin(2 * angles)) / draws.sum(axis=1)
scatter = betas.std()
assert abs(scatter * np.sqrt(counts) - 1) < 0.05
needed = 1 / (1 + beta) ** 2
print(f"  scatter of beta at {counts:.0e} counts: {scatter:.2e}")
print(f"  counts for scatter equal to 1 + beta: {needed:.2e}")

# A metal mirror reaches Psi 45, Delta 180 deg only at normal incidence.
index, incidence = 1 + 6j, 5 * deg
ci = np.cos(incidence)
ct = np.sqrt(1 - (np.sin(incidence) / index) ** 2)
rho = ((index * ci - ct) / (index * ci + ct)) / ((ci - index * ct)
                                                 / (ci + index * ct))
psi_m, delta_m = np.arctan(abs(rho)), abs(np.angle(rho))
x_m = np.pi - delta_m
rough = 2 * np.sin(incidence) ** 2 * index.imag / abs(index) ** 2
assert abs(x_m / rough - 1) < 0.03
seen = departure(signal(angles, psi_m, delta_m, q45, leak=leak))
assert abs(seen / np.sqrt(x_m ** 2 + 4 * leak) - 1) < 1e-3
print(f"model mirror, index {index.real:.0f}+{index.imag:.0f}i, "
      f"incidence {incidence / deg:.0f} deg:")
print(f"  true Psi {psi_m / deg:.4f} deg, true Delta {delta_m / deg:.4f} deg")
print(f"  apparent Delta {180 - seen / deg:.4f} deg")
print(f"  Delta error from the leak {(seen - x_m) / deg:.4f} deg")

print("ALL CHECKS PASSED")
```

Output:

```
analyser leak: 1.0e-05
contrast factor p, 1 - p: 1.99998e-05
measured alpha: 4.4e-17 (rounding level)
measured beta: -0.99998000
signal minimum / maximum: 1.000e-05
apparent ellipse axis ratio: 0.003162
Delta error, simulated: 0.36237 deg = 0.0063245 rad
Delta error, 2 sqrt(leak): 0.36237 deg
apparent Delta: 179.6376 deg
apparent Psi: 45.0000 deg
Delta error for leak 1e-06: 0.1146 deg
Delta error for leak 1e-04: 1.1459 deg
Psi 20 deg, P 45 deg: Delta error 0.5637 deg
Psi 20 deg, P 20 deg: Delta error 0.3624 deg
Psi 20 deg, P 30 deg: Delta error 0.4016 deg
Psi 60 deg, P 45 deg: Delta error 0.4184 deg
true Delta 179.5 deg: shift -0.11750 deg
true Delta 179.0 deg: shift -0.06362 deg
true Delta 170.0 deg: shift -0.00650 deg
true Delta 135.0 deg: shift -0.00115 deg
true Delta 90.0 deg: shift 0.00000 deg
crossed-pair ratio 1e-05: leak of each prism 5.000e-06
  error, analyser alone: 0.2562 deg
  error, both prisms: 0.3624 deg
residue if leak is taken 10% too small: 0.1146 deg
cos Delta + 1 if taken 10% too large: -2.00e-06
neglected effects, each together with the analyser leak:
  polariser leak 1e-05: error 0.5125 deg
  background 1e-04 of mean: error 0.8876 deg
  detector sensitivity 1e-04: error 0.6764 deg
  same, opposite axis: cos Delta + 1 = -2.97e-05
  reading window 1 deg: error 0.6816 deg
  analyser azimuth off 1 deg: 0.3626 deg
  polariser azimuth off 1 deg: 0.3626 deg
  scatter of beta at 1e+06 counts: 9.95e-04
  counts for scatter equal to 1 + beta: 2.50e+09
model mirror, index 1+6i, incidence 5 deg:
  true Psi 44.9882 deg, true Delta 179.8583 deg
  apparent Delta 179.6109 deg
  Delta error from the leak 0.2474 deg
ALL CHECKS PASSED
```
